# The Cowley-Sze Pinning Factor between the Schottky-Mott and Bardeen Limits, part 1

(Sections cited here and not found follow in the second part.)

## I. The pinning factor

### Definitions and conventions

A metal fills the region $x<0$, a thin insulating layer the region $0<x<\delta$, and an n-type semiconductor the region $x>\delta$. All quantities depend on $x$ alone. The junction is in thermal equilibrium without applied voltage, so a single Fermi level $E_F$ runs through it. Energies are electron energies measured from $E_F$, so that $E_F=0$.

Gaussian electrostatics is used, with $e>0$ the elementary charge and $-e$ the charge of the electron. Keeping $e^2$ explicit makes the formulas independent of the choice of energy and length units. In Hartree atomic units $e^2=1$; in SI form $4\pi e^2$ becomes $e^2/\varepsilon_0$. Numbers are given in eV and nm, which suit barriers and doping better than atomic units. The symbols are as follows.

- $\Phi_M$ is the work function of the metal, and $\chi$ the electron affinity of the semiconductor, each for the free surface.
- $E_g$ is the gap. $E_c(x)$ and $E_v(x)=E_c(x)-E_g$ are the band edges.
- $\Phi_B=E_c(\delta)-E_F=E_c(\delta)$ is the barrier for electrons, the height of the conduction edge at the interface above the Fermi level.
- $\epsilon_i$ and $\epsilon_s$ are the relative permittivities of the layer and the semiconductor.
- $D$ is the number of interface states per area and per energy, with spin counted.
- $\Phi_0$ is the depth of the neutrality level below $E_c(\delta)$. The interface states are neutral when they are filled up to this level and empty above it.
- $\sigma_M$, $\sigma_{ss}$ and $\sigma_{sc}$ are the charges per area, in units of $+e$, on the metal surface, in the interface states and in the space-charge region of the semiconductor.

Two combinations recur:
$$
\kappa=\frac{4\pi e^2\delta}{\epsilon_i},\qquad \alpha=\kappa D=\frac{4\pi e^2D\delta}{\epsilon_i}.
$$
The first is the potential-energy drop across the layer per unit of sheet charge. The second is a pure number.

### Assumptions

**A1.** The layer contains no charge, and its permittivity is uniform.

**A2.** The surface dipoles contained in $\Phi_M$ and $\chi$ are the same in the junction as at the free surfaces. Any further potential difference between the two surfaces falls across the layer.

**A3.** The interface states form a sheet at $x=\delta$. Their density $D$ is constant from $E_v(\delta)$ to $E_c(\delta)$ and zero outside, they move rigidly with the bands, and they are occupied according to the Fermi function.

**A4.** The electric field vanishes deep in the metal and deep in the semiconductor.

**A5.** When one metal is replaced by another, $\Phi_M$ changes, while $\chi$, $D$, $\delta$, $\epsilon_i$ and $\Phi_0$ do not.

The barrier defined here is the position of a band edge. The lowering of the transport barrier by the image force is not included.

### Theorem

Under A1 to A4 the barrier obeys
$$
\Phi_B=S(\Phi_M-\chi)+(1-S)\Phi_0-S\kappa(\sigma_{sc}-r),\tag{1}
$$
$$
S=\frac{1}{1+4\pi e^2D\delta/\epsilon_i},\tag{2}
$$
where $r$ is a thermal correction bounded by
$$
|r|\le D\,kT\,\max\!\left(e^{-\Phi_B/kT},\,e^{-(E_g-\Phi_B)/kT}\right).\tag{3}
$$
If the energy $S\kappa|\sigma_{sc}-r|$ is negligible at the accuracy wanted, then
$$
\Phi_B\simeq S(\Phi_M-\chi)+(1-S)\Phi_0.\tag{4}
$$
Under A5 this is a straight line in $\Phi_M$ with slope $S$, the Cowley-Sze pinning factor.

The proof combines three lemmas: one for the energies, one for the electrostatics of the layer and one for the filling of the interface states.

### Lemma 1: the drop across the layer

Let $U(x)$ be the local vacuum level, the electrostatic energy $-e\varphi(x)$ of an electron up to a constant, where $\varphi$ is the electrostatic potential. The drop $\Delta=U(0)-U(\delta)$ is
$$
\Delta=\Phi_M-\chi-\Phi_B.\tag{5}
$$

*Proof.* By the definition of the work function and by A2, the vacuum level at the metal surface lies $\Phi_M$ above the Fermi level, so $U(0)=\Phi_M$. At the semiconductor surface it lies $\chi$ above the conduction edge, and that edge lies $\Phi_B$ above the Fermi level, so $U(\delta)=\Phi_B+\chi$. Subtraction gives (5). ∎

A positive $\Delta$ means that the vacuum level falls from the metal towards the semiconductor. The barrier is then lower than $\Phi_M-\chi$, the value it would have without a drop.

### Lemma 2: the charge that produces the drop

$$
\Delta=-\kappa\sigma_M=\kappa(\sigma_{ss}+\sigma_{sc}).\tag{6}
$$

*Proof.* Take a flat box with one face inside the metal, where the field is zero, and the other inside the layer. Gauss's law gives the field $F$ in the layer, counted positive along $+x$:
$$
\epsilon_iF=4\pi e\sigma_M.
$$
By A1 the field is uniform across the layer. Since $F=-d\varphi/dx$, integration from $0$ to $\delta$ gives $\varphi(\delta)-\varphi(0)=-F\delta$. The electron energy is $U=-e\varphi$ up to a constant, hence
$$
\Delta=U(0)-U(\delta)=e\,[\varphi(\delta)-\varphi(0)]=-eF\delta
=-\frac{4\pi e^2\delta}{\epsilon_i}\,\sigma_M=-\kappa\sigma_M .
$$
A larger box, reaching from deep in the metal to deep in the semiconductor, has no field on either face by A4. The total charge in it is therefore zero: $\sigma_M+\sigma_{ss}+\sigma_{sc}=0$. Replacing $-\sigma_M$ by $\sigma_{ss}+\sigma_{sc}$ gives (6). ∎

The signs have a direct meaning. Positive charge on the semiconductor side and negative charge on the metal make a field that points towards the metal. An electron has a higher energy near the negative metal surface, so $\Delta>0$.

### Lemma 3: the charge in the interface states

$$
\sigma_{ss}=D(\Phi_B-\Phi_0)-r,\tag{7}
$$
$$
r=D\,kT\left[\ln\!\left(1+e^{-(E_g-\Phi_B)/kT}\right)-\ln\!\left(1+e^{-\Phi_B/kT}\right)\right].\tag{8}
$$

*Proof.* At the interface the band edges are $E_c=\Phi_B$ and $E_v=\Phi_B-E_g$, and the neutrality level is $\Phi_B-\Phi_0$. The neutral sheet holds as many electrons as there are states between $E_v$ and the neutrality level, which is $D(E_g-\Phi_0)$ per area. The excess of electrons over this number is
$$
n_{ss}=D\int_{\Phi_B-E_g}^{\Phi_B}f(E)\,dE-D(E_g-\Phi_0),\qquad f(E)=\frac{1}{1+e^{E/kT}} .
$$
The Fermi function has an elementary antiderivative, because
$$
\frac{d}{dE}\ln\!\left(1+e^{-E/kT}\right)=-\frac{1}{kT}\,\frac{e^{-E/kT}}{1+e^{-E/kT}}=-\frac{f(E)}{kT}.
$$
The integral is therefore
$$
\int_{\Phi_B-E_g}^{\Phi_B}f\,dE=kT\left[\ln\!\left(1+e^{(E_g-\Phi_B)/kT}\right)-\ln\!\left(1+e^{-\Phi_B/kT}\right)\right].
$$
In the first logarithm the large exponential is taken out as a factor, using $1+e^{u}=e^{u}(1+e^{-u})$ with $u=(E_g-\Phi_B)/kT$. This gives
$$
kT\ln\!\left(1+e^{u}\right)=E_g-\Phi_B+kT\ln\!\left(1+e^{-u}\right).
$$
Insertion into $n_{ss}$ cancels $DE_g$ and leaves $n_{ss}=D(\Phi_0-\Phi_B)+r$, with $r$ as in (8). Electrons carry negative charge, so $\sigma_{ss}=-n_{ss}$, which is (7).

For the bound (3), note that $0\le\ln(1+z)\le z$ for $z\ge0$. The bracket in (8) is a difference of two non-negative numbers, and the magnitude of such a difference does not exceed the larger of the two. ∎

The linear law thus needs no low temperature. Around the Fermi level, electrons thermally raised above it and holes left below it compensate each other when $D$ is constant. What remains comes from the two ends of the band of states and is exponentially small when $E_F$ lies many $kT$ inside the gap.

### Proof of the theorem

Equating (5) and (6) and inserting (7) gives
$$
\Phi_M-\chi-\Phi_B=\kappa D(\Phi_B-\Phi_0)+\kappa(\sigma_{sc}-r).
$$
With $\alpha=\kappa D$, the terms in $\Phi_B$ are collected on the left:
$$
(1+\alpha)\Phi_B=\Phi_M-\chi+\alpha\Phi_0-\kappa(\sigma_{sc}-r).
$$
Division by $1+\alpha$, with $S=1/(1+\alpha)$ and $\alpha/(1+\alpha)=1-S$, gives (1) and (2). Dropping the last term gives (4). ∎

Equation (1) is implicit, since $\sigma_{sc}$ and $r$ depend on $\Phi_B$. Equation (4) is explicit.

### Remark 1: pinning as negative feedback

Let the work function rise by a small amount $d\Phi_M$, and let the accompanying changes of $\kappa\sigma_{sc}$ and $\kappa r$ be negligible beside $d\Phi_M$. This is a condition on the slope; a small last term in (1) at a single metal secures only the height. The barrier rises by $S\,d\Phi_M$. This lifts the interface states relative to the Fermi level and empties some of them, so their charge grows by $DS\,d\Phi_M$. That charge adds $\kappa DS\,d\Phi_M=\alpha S\,d\Phi_M=(1-S)\,d\Phi_M$ to the drop across the layer. The two parts add up to $d\Phi_M$.

The same division can be read as one between capacitances per area. The layer has $C_i=\epsilon_i/(4\pi\delta)$. The states take up charge $eD\,d\Phi_B$ when their energy shifts by $d\Phi_B$, that is, when the potential shifts by $d\Phi_B/e$ in magnitude, so they act as a capacitance $e^2D$. Since $\alpha=e^2D/C_i$,
$$
S=\frac{C_i}{C_i+e^2D}.
$$

### Remark 2: the two limits

For $\alpha\ll1$, $S\simeq1-\alpha$, and (4) tends to the Schottky-Mott rule $\Phi_B=\Phi_M-\chi$. For $\alpha\gg1$, $S\simeq1/\alpha$, and (4) tends to the Bardeen limit $\Phi_B=\Phi_0$, in which the barrier no longer depends on the metal.

The charge on the semiconductor side remains finite when $D$ grows at fixed $\kappa$. From (5) and (6),
$$
\sigma_{ss}+\sigma_{sc}=\frac{1}{\kappa}(\Phi_M-\chi-\Phi_B)\;\longrightarrow\;\frac{1}{\kappa}(\Phi_M-\chi-\Phi_0),
$$
because $\Phi_B$ tends to $\Phi_0$ in the regime of (4). This is the charge that makes the whole mismatch fall across the layer. The interface states supply the part that the depletion charge does not, and a very large density does so with a very small displacement of the Fermi level from the neutrality level.

In the regime of (4), the parameter that decides between the limits is $D\delta/\epsilon_i$, not $D$ alone. For a thick layer with few states, the depletion term in (1) need not be small, even if $\alpha$ is large. If $\delta$ tends to zero at fixed $D$, then $\alpha$ tends to zero and the Schottky-Mott rule returns: opposite charges at vanishing separation make no potential step. This is a statement about the sheet model. An intimate contact, whose interface states extend into the semiconductor, has a charge separation of its own and lies outside A3.

### Remark 3: the barrier for holes

The barrier for holes at the same interface is $E_F-E_v(\delta)=E_g-\Phi_B$. Under A5 its slope against $\Phi_M$ is the negative of the slope of $\Phi_B$, and so it is close to $-S$ under the condition of Remark 1.

## II. Depletion charge and a worked junction

### Symbols and results carried over

The barrier $\Phi_B$ is the height of the conduction edge above $E_F=0$ at the interface. $\Phi_M$, $\chi$ and $E_g$ are the work function, affinity and gap; $\Phi_0$ is the depth of the neutrality level below the conduction edge, and $D$ the density of interface states. The layer has thickness $\delta$ and permittivity $\epsilon_i$, and the semiconductor has permittivity $\epsilon_s$. Charges $\sigma$ are in units of $+e$ per area. With $\kappa=4\pi e^2\delta/\epsilon_i$, $\alpha=\kappa D$ and $S=1/(1+\alpha)$, the first half gave
$$
\Phi_M-\chi-\Phi_B=\alpha(\Phi_B-\Phi_0)+\kappa\sigma_{sc},\tag{9}
$$
where the thermal edge correction is now dropped. Without the space charge $\sigma_{sc}$, the solution is
$$
\Phi_{\rm lin}=S(\Phi_M-\chi)+(1-S)\Phi_0.\tag{10}
$$
The size of $\sigma_{sc}$ decides when (10) may be used.

This part has derived the barrier equation (1) and shown that it reduces to the linear law (4), with pinning factor $S$, when the energy $S\kappa|\sigma_{sc}-r|$ is negligible. It remains to calculate the depletion charge $\sigma_{sc}$, find its effect on the barrier's height and slope, and test the result on a worked junction.
